# Can chirality and spin-Hall torque drive domain walls against electron flow?

**The argument under review.** The manuscript considers a racetrack made of a thin perpendicular magnet on a heavy metal. It reasons as follows: "Electrons crossing a domain wall give up angular momentum to it, so the wall is carried with the electrons. Our walls move the other way. The carriers in the magnet must therefore have negative spin polarization."

The first sentence describes a real torque. The conclusion requires it to be the only torque that drives the wall, and a heavy metal supplies another. The question is which way the wall goes when both act.

**Two supplies of angular momentum**

Let the charge current density $j>0$ flow along $+x$, so electrons flow along $-x$. I use Gaussian units with $e>0$ and $\gamma=e/(mc)$. The film lies in the $xy$ plane, has magnetization $M_s$ and thickness $t$, and carries the same current density as the metal below it.

Take the carrier polarization $P$ as positive when carrier moments follow the unit magnetization $\mathbf m$. A carrier crossing the wall reverses its spin, transferring $\hbar$. The transfer rate per unit area is $\hbar Pj/(2e)$ times two, because the excess flux $Pj/e$ carries $\hbar/2$ before the wall and $-\hbar/2$ after it. A wall moving at speed $|u|$ changes the film's angular momentum by $2M_s|u|/\gamma$ per unit area and time. Equating the two gives

$$u=-\frac{\hbar\gamma Pj}{2eM_s}.$$

The minus sign records motion with the electrons: those arriving from an up domain leave up moment behind, so that domain grows.

The metal also sends spins upward into the film. I define the effective spin-Hall angle $\theta$ as positive when their moments point along $-\hat y$ for $j>0$. The film absorbs the part of the flux $\hbar\theta j/(2e)$ that is transverse to $\mathbf m$. Spread over the thickness, this acts with strength

$$B_S=\frac{\hbar\theta j}{2eM_st}.$$

The absorbed moment turns $\mathbf m$ towards $-\hat y$, at the rate $\gamma B_S[-\hat y+(\mathbf m\cdot\hat y)\mathbf m]=\gamma B_S\,\mathbf m\times(\mathbf m\times\hat y)$. With damping $\alpha$ and the usual non-adiabatic coefficient $\beta$, the equation of motion is

$$\dot{\mathbf m}=-\gamma\mathbf m\times\mathbf B+\alpha\mathbf m\times\dot{\mathbf m}-u\mathbf m'+\beta u\,\mathbf m\times\mathbf m'+\gamma B_S\,\mathbf m\times(\mathbf m\times\hat y),$$

where a prime on $\mathbf m$ means $\partial_x$.

**What the wall looks like at rest**

Let $\vartheta$ and $\phi$ be the polar and azimuthal angles of $\mathbf m$. Let $A$ be the exchange stiffness and $K$ the effective perpendicular anisotropy, that is, the uniaxial anisotropy less the thin-film demagnetizing energy $2\pi M_s^2$. The static equation $A\vartheta''=K\sin\vartheta\cos\vartheta$ integrates once to $\vartheta'=Q\sin\vartheta/\Delta$, where $\Delta=\sqrt{A/K}$. Here $Q=+1$ for an up-down wall and $-1$ for a down-up wall. Thus $\vartheta=2\arctan e^{Q(x-q)/\Delta}$, with $q$ the wall position.

The interfacial Dzyaloshinskii–Moriya energy density is $D(m_zm_x'-m_xm_z')$. For uniform $\phi$ it equals $D\cos\phi\,\vartheta'$, which integrates to $\pi DQ\cos\phi$.

A wall with $m_x\ne0$ also carries magnetic charge. For $t\ll\Delta$ treat it as a sheet of charge $-M_st\,m_x'$. Since a line charge $\lambda$ has potential $-2\lambda\ln r$, the energy per length of wall is $M_s^2t^2I\cos^2\phi$, with

$$I=-\iint s'(a)s'(b)\ln|a-b|\,da\,db,\qquad s=\operatorname{sech}.$$

The transforms of $s$ and $-\ln|x|$ are $\pi\operatorname{sech}(\pi k/2)$ and, for $k\neq0$, $\pi/|k|$. The total charge is zero, so $k=0$ contributes nothing. Hence

$$I=\pi^2\int_0^\infty k\operatorname{sech}^2\frac{\pi k}{2}\,dk=4\int_0^\infty z\operatorname{sech}^2z\,dz=4\ln2,$$

the last integral being $[z\tanh z-\ln\cosh z]_0^\infty=\ln2$. Writing the energy as $t\,(2\Delta K_s\cos^2\phi)$ gives $K_s=2M_s^2t\ln2/\Delta$.

Define the chirality $C=Q\cos\phi$, which is $Q$ times $m_x$ at the wall centre; $C=-1$ is a left-handed Néel wall. The angle-dependent energy per wall area is then

$$\sigma=\pi DC+2\Delta K_sC^2.$$

Setting $d\sigma/dC=0$ gives $C=-D/D_c$, with $D_c=4\Delta K_s/\pi$. For $|D|\ge D_c$ the minimum lies at the end of the allowed range, $C=-\operatorname{sgn}D$. For $D=0$ the wall is Bloch, with $C=0$.

**The missing drive**

Use $\mathbf m\times\hat e_\vartheta=\hat e_\phi$ and $\mathbf m\times\hat e_\phi=-\hat e_\vartheta$. The two components of the equation of motion are

$$\dot\vartheta+\alpha\sin\vartheta\,\dot\phi=\gamma B_\phi-u\vartheta'-\gamma B_S\cos\vartheta\sin\phi,$$

$$\sin\vartheta\,\dot\phi-\alpha\dot\vartheta=-\gamma B_\vartheta+\beta u\vartheta'-\gamma B_S\cos\phi.$$

Assume that the wall moves rigidly, so $\dot\vartheta=-Qv\sin\vartheta/\Delta$ with $v=\dot q$. Multiply both equations by $\sin\vartheta$, integrate over $x$ and divide by $2\Delta$. The integrals of $\sin^2\vartheta$, $\sin\vartheta$ and $\sin\vartheta\cos\vartheta$ are $2\Delta$, $\pi\Delta$ and zero.

The fields follow from the work relation $\delta\sigma=-M_s\int\mathbf B\cdot\delta\mathbf m\,dx$. A change of $\phi$ gives $\int B_\phi\sin\vartheta\,dx=-(d\sigma/d\phi)/M_s$. The internal energy does not depend on $q$, so in $B_\vartheta$ only an applied field $B_z$ survives, through $B_\vartheta=-B_z\sin\vartheta$. Therefore

$$-\frac{Q(v-u)}{\Delta}+\alpha\dot\phi=-\frac{\gamma}{2\Delta M_s}\frac{d\sigma}{d\phi},\tag{1}$$

$$\dot\phi+\frac{\alpha Qv}{\Delta}=\frac{\beta Qu}{\Delta}+\gamma B_z-\frac{\pi}{2}\gamma B_S\cos\phi.\tag{2}$$

In steady motion $\dot\phi=0$. Multiplying (2) by $Q\Delta/\alpha$ gives

$$v=\frac1\alpha\left[\beta u+Q\gamma\Delta B_z-\frac{\pi}{2}\gamma\Delta B_SC\right].$$

At low current $C$ keeps its static value to leading order. Set $B_z=0$ and take $\beta P>0$. After the common factor $\hbar\gamma j/(2eM_s)$ is removed, the wall opposes the electrons when

$$-\theta C>\frac{2\beta Pt}{\pi\Delta}.$$

This is the condition absent from the manuscript. The sign of $\theta$ alone does not decide the direction, and neither does the chirality. Their product must have the right sign and be large enough to beat conventional transfer. Damping and $M_s$ cancel from the inequality at fixed $C$ and $\Delta$.

The polarity $Q$ enters the current drive only through $C$. Neighbouring walls with the same chirality therefore travel together, whereas a field $B_z$ drives them in opposite directions.

**A control the author should consider**

Suppose $D=0$ and the wall is Bloch. A half turn about $y$ sends $x$ to $-x$ and $(m_x,m_y,m_z)$ to $(-m_x,m_y,-m_z)$. The wall and the incoming spin polarization are unchanged, but any velocity is reversed. Spin-Hall torque alone therefore cannot propel a wall that keeps this symmetry. Whether the symmetric wall remains stable at high current is a separate question. Spin transfer does not share the symmetry. For $D=0$, steady motion in (1) and (2) requires $(\beta/\alpha-1)u=\frac{\pi\gamma}{2}C\left[\Delta B_S/\alpha-D_c\sin\phi/M_s\right]$. So $C=0$ survives only for $\beta=\alpha$; otherwise the current itself gives the wall a chirality, on which the spin-Hall torque then acts.

**Numbers for a model track**

I choose round parameters: $M_s=1000$ emu/cm³, $t=0.8$ nm, $A=1.5\times10^{-6}$ erg/cm, $K=5\times10^6$ erg/cm³, $D=0.8$ erg/cm², $\alpha=\beta=0.2$, $P=0.5$, $\theta=0.1$ and $j=5\times10^7$ A/cm².

Then $\Delta=5.48$ nm and $D_c=0.141$ erg/cm². Since $D>D_c$, the resting wall is fully left-handed. The threshold angle is

$$\theta_{\min}=\frac{2(0.2)(0.5)(0.8)}{\pi(5.48)}=0.0093,$$

about a tenth of the chosen $\theta$. Equivalently, at $\theta=0.1$ and low current, reversal needs only $D>D_c\theta_{\min}/\theta=0.013$ erg/cm². At finite current, setting $v=0$ in (1) and (2) shifts this value by $2M_s|u|/(\pi\gamma|\sin\phi|)$, upward for a wall with $m_y<0$ and downward for one with $m_y>0$; at $10^7$ A/cm² the two thresholds are 0.024 and 0.003 erg/cm². At the example current the wall settles on the $m_y<0$ branch, turns towards Bloch and needs about 0.07 erg/cm².

The conventional drift is $u=-14.5$ m/s and $B_S=20.6$ mT. Since $\beta=\alpha$, the low-current law would give $-14.5+155.7=141.2$ m/s. It overestimates the speed because the current also turns the wall.

To follow that turn, keep $\beta=\alpha$, set $K_s=0$ and write $B_D=|D|/(M_s\Delta)$. Equations (1) and (2) become

$$v-u=-\frac{\pi\gamma D}{2M_s}\sin\phi=-\frac{\pi\gamma\Delta}{2\alpha}QB_S\cos\phi.$$

Their ratio gives $\tan\phi=QB_SM_s\Delta/(\alpha D)$. On the branch that starts from the resting wall, $Q\cos\phi=-\operatorname{sgn}(D)/\sqrt{1+\tan^2\phi}$, so

$$v=u+\operatorname{sgn}(D)\frac{\pi}{2}\frac{\gamma\Delta B_S}{\sqrt{\alpha^2+(B_S/B_D)^2}}.$$

With $B_D=146$ mT the square root is $\sqrt{0.2^2+0.141^2}=0.245$, and $v=113$ m/s. Restoring $K_s$, which favours a Bloch wall, increases the tilt from 35° to 39°. Equation (2) then gives $v=-14.5+155.7\cos39.2^\circ=106$ m/s, still against the electrons.

A one-dimensional grid solution of the full equation of motion, free to change the wall's shape, gives 105 m/s for both polarities. Reversing either $D$ or $\theta$ alone gives $-133$ m/s; reversing both restores 105 m/s. The Bloch control, with $\beta=\alpha$ and one tenth of the current, moves at $-1.4$ m/s, with the electrons. This depends on $\beta=\alpha$: for $\beta=\alpha/2$ and $9\times10^6$ A/cm², equations (1) and (2) with $D=0$ give about $+2$ m/s for a wall starting at $m_y=+1$ and $-1.9$ m/s for one starting at $m_y=-1$. In the twelve driven cases listed in the numerical output, the rigid-wall and grid velocities differ by at most 2.6%, relative to the sum of the magnitudes of $u$ and $v-u$.

These results suggest a way to test the manuscript's inference. If negative $P$ were the whole explanation, reversing the chirality with the other parameters fixed would leave the direction unchanged. With the spin-Hall drive of this example, it reverses the direction.

**Where the reversed motion ends**

The spin-Hall part of the velocity cannot exceed $\pi\gamma|D|/(2M_s)=221$ m/s in the closed law, while $|u|$ keeps growing with current. Setting $v=0$ gives

$$\frac{B_S}{B_D}=\sqrt{\left(\frac{\pi\Delta\theta}{2Pt}\right)^2-\alpha^2}=2.14,$$

or $j=7.6\times10^8$ A/cm². Above this the model wall again follows the electrons. This is an extrapolation, not an operating point: the Joule heating rate would be about 230 times that of the example.

**Comparison with real tracks**

The parameters lie in the rough range of sub-nanometre cobalt on platinum under an oxide. Left-handed walls moving against the electrons are known in such stacks, with speeds of roughly 100 m/s at current densities of order $10^8$ A/cm². The value of $\beta$ is poorly known; halving it here changes the calculated speed only from 106 to 111 m/s.

A field-like torque of strength $B_S/2$, of either sign, changes the speed to 102 or 111 m/s. The Oersted field of a 4 nm metal layer is smaller, 1.3 mT.

Disorder matters more at low current. The low-current drive is equivalent to a field $\alpha v/(\gamma\Delta)=29$ mT at the example current, where $v=141$ m/s is the value from the low-current law. An assumed pinning field of 10 mT would therefore hold the wall below about $1.7\times10^7$ A/cm² without thermal help. The unpinned model gives 28 m/s at $10^7$ A/cm², a speed that such a track would not reach.

Temperature limits both the pulse and the precision. For a resistivity of 30 µΩ cm and a heat capacity of 3 J/(cm³ K), heating without heat loss is 25 K/ns, or 50 K in a 2 ns pulse. Take a track 100 nm wide. At its steady speed the wall would travel 212 nm in that time; starting from rest it covers somewhat less by the end of the pulse, because it must first turn. Its friction coefficient is $\zeta=2\alpha M_stw/(\gamma\Delta)$ for track width $w$, from the field force $2M_sB_ztw$ divided by the speed $\gamma\Delta B_z/\alpha$. For a wall at rest or weakly driven, diffusion over time $\tau$ gives an rms spread $\sqrt{2k_BT\tau/\zeta}=22$ nm at 300 K. At the example current the wall is strongly tilted, and thermal changes of its angle also alter its speed, so this figure is only an order of magnitude there.

Unequal current sharing between the layers and tilting of the wall line in wide tracks are not included. Both could change the speed.

**Requested revision.** The claim of negative polarization should be withdrawn unless the spin-Hall contribution is excluded and $\beta$ is shown to be positive. Without spin-Hall torque, a wall whose angle $\phi$ stays constant moves at $\beta u/\alpha$, so its direction alone gives only the sign of $\beta P$. A wall whose angle keeps rotating need not follow this rule. The manuscript should report the wall chirality and the sign of $\theta$, and show whether the direction changes when one of them is reversed.

## Computed results

```
Ms = 1000 emu/cm3; film thickness = 0.8 nm
A = 1.50e-06 erg/cm; K = 5.00e+06 erg/cm3
D = 0.80 erg/cm2 (= mJ/m2)
alpha = 0.2; beta = 0.2; P = 0.5; theta = 0.1
current density j = 5.0e+07 A/cm2
wall width parameter Delta = 5.48 nm
charge integral = 2.77259; 4 ln2 = 2.77259
wall shape anisotropy K_s = 2.025e+05 erg/cm3
DMI for full Neel wall D_c = 0.141 erg/cm2
threshold spin-Hall angle (|C|=1) = 0.00930
threshold DMI at theta=0.1: 0.0131 erg/cm2
conventional drift u = -14.47 m/s
spin-Hall field B_S = 20.57 mT
DMI field B_D = 146.1 mT
low-current law extrapolated to j: v = 141.2 m/s
closed law without K_s: v = 112.8 m/s
projected equations with K_s: v = 106.1 m/s
tilt from Neel, with K_s = 39.2 deg
spin-Hall velocity ceiling = 221.0 m/s
Velocity in m/s: grid LLG | projected equations
  theta>0 D>0 up-down          104.62 |   106.07
  theta>0 D>0 down-up          104.62 |   106.07
  theta<0 D>0 up-down         -133.18 |  -135.02
  theta>0 D<0 up-down         -133.18 |  -135.02
  theta<0 D<0 up-down          104.62 |   106.07
  theta=0, beta=alpha/2         -7.17 |    -7.26
  Bloch D=0, j/10               -1.43 |    -1.45
  theta=0.5 theta_min           -7.27 |    -7.27
  theta=2 theta_min             13.48 |    14.01
  theta>0 D>0, beta=alpha/2    109.12 |   110.55
  j=0, Bz=5 mT, up-down         23.37 |    23.99
  j=0, Bz=5 mT, down-up        -23.37 |   -23.99
largest scaled deviation = 2.59 %
D=D_c/2: relaxed chirality C = -0.520 (grid LLG)
Steady velocity with K_s:
  j = 1e+07 A/cm2: v = 27.8 m/s
  j = 2e+07 A/cm2: v = 53.2 m/s
  j = 5e+07 A/cm2: v = 106.1 m/s
  j = 1e+08 A/cm2: v = 139.3 m/s
model return to electron flow: j = 7.60e+08 A/cm2
Neglected effects, example values:
  field-like +B_S/2 along y: v = 110.7 m/s
  field-like -B_S/2 along y: v = 101.7 m/s
  Oersted field, 4 nm metal = 1.26 mT
  domain tilt B_S/B_K = 0.0206 rad
  pinning field 10 mT: threshold j = 1.71e+07 A/cm2
  resistivity = 30 uohm cm; heat capacity = 3.0 J/(cm3 K)
  heating without heat loss = 25.0 K/ns
  track width = 100 nm; pulse = 2 ns; T = 300 K
  steady travel in pulse = 212 nm
  thermal position spread (rms) = 22.3 nm
```
